# Natural Occupations of Helium and Its Correlation Energy Shell by Shell: verification in Python

```python
"""Helium ground state: natural occupations and energy shares of natural shells.

Result under test (Hartree atomic units):
  Psi = sum_k c_k phi_k(1) phi_k(2), occupation per spin n_k = c_k**2,
  n(1s) is about 0.992, and
  E = <1s1s|H|1s1s> + sum_{k not 1s} (c_k/c_1s) K(1s,k),
  with K the exchange integral. The terms, summed over each shell nl,
  rank as 2p > 2s > 3d; per single orbital 2s precedes 2p.
Symbols: l = partial wave, d = shell amplitude = sqrt(2l+1)*c,
  u(r) = r times the radial function, Z = 2 the nuclear charge.
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from scipy.linalg import eigh, eigvalsh, block_diag
from scipy.special import eval_genlaguerre, eval_legendre, gammaln
from pyscf import gto

Z = 2.0
LMAX = 5
NRAD = 14
EXPONENT = [2.0 + 0.7 * l for l in range(LMAX + 1)]

# ---------- radial grid: Gauss-Legendre panels and cumulative integration
Q, PANELS, RMAX = 20, 14, 40.0
node, weight = leggauss(Q)
edges = RMAX * np.linspace(0, 1, PANELS + 1) ** 2
half = np.diff(edges) / 2
r = np.concatenate([a + h * (node + 1) for a, h in zip(edges, half)])
w = np.concatenate([h * weight for h in half])
leg = legvander(node, Q)
primitive = np.column_stack(
    [node + 1] + [leg[:, n + 1] - leg[:, n - 1] for n in range(1, Q)])
local = (primitive @ leg[:, :Q].T) * weight / 2
panel = np.repeat(np.arange(PANELS), Q)
cumulative = np.where(panel[:, None] > panel[None, :], w[None, :], 0.0)
cumulative = cumulative + block_diag(*[h * local for h in half])


def multipole_kernel(k):
    """Quadrature matrix of r_<^k / r_>^(k+1), weights included."""
    g = (w * r ** (-k - 1.0))[:, None] * cumulative * (r ** k)[None, :]
    return g + g.T


kernels = [multipole_kernel(k) for k in range(2 * LMAX + 1)]


def radial_basis(l, x):
    """Orthonormal Laguerre functions u_n(x) and their derivatives."""
    a, values, slopes = EXPONENT[l], [], []
    for n in range(NRAD):
        lognorm = 0.5 * ((2 * l + 3) * np.log(2 * a)
                         + gammaln(n + 1) - gammaln(n + 2 * l + 3))
        env = np.exp(lognorm - a * x) * x ** l
        pol = eval_genlaguerre(n, 2 * l + 2, 2 * a * x)
        dpol = 0.0
        if n > 0:
            dpol = -2 * a * eval_genlaguerre(n - 1, 2 * l + 3, 2 * a * x)
        values.append(env * x * pol)
        slopes.append(env * ((l + 1 - a * x) * pol + x * dpol))
    return np.array(values), np.array(slopes)


basis, h_one = [], []
for l in range(LMAX + 1):
    u, du = radial_basis(l, r)
    assert np.allclose((u * w) @ u.T, np.eye(NRAD), atol=1e-9)
    basis.append(u)
    h_one.append(0.5 * (du * w) @ du.T
                 + (u * w * (l * (l + 1) / (2 * r ** 2) - Z / r)) @ u.T)

# One-electron levels of the ion and two radial repulsion integrals
assert np.allclose(eigvalsh(h_one[0])[:2], [-2.0, -0.5], atol=1e-6)
assert abs(eigvalsh(h_one[1])[0] + 0.5) < 1e-6
ion_density = 4 * Z ** 3 * r ** 2 * np.exp(-2 * Z * r)
assert abs(ion_density @ kernels[0] @ ion_density - 5 * Z / 8) < 1e-9
trial = r ** 4 * np.exp(-3 * r)
nested = 2 * dblquad(lambda s, t: t * np.exp(-3 * t) * s ** 6 * np.exp(-3 * s),
                     0, 30, 0, lambda t: t, epsabs=1e-10, epsrel=1e-10)[0]
assert abs(trial @ kernels[2] @ trial / nested - 1) < 1e-7

# ---------- partial-wave Hamiltonian for total angular momentum zero
N2 = NRAD ** 2
H = np.zeros(((LMAX + 1) * N2,) * 2)
for la in range(LMAX + 1):
    for lb in range(la, LMAX + 1):
        kernel = np.zeros_like(cumulative)
        for k in range(lb - la, la + lb + 1, 2):
            triple = np.sum(weight * eval_legendre(la, node)
                            * eval_legendre(k, node) * eval_legendre(lb, node))
            kernel += (0.5 * triple * np.sqrt((2 * la + 1) * (2 * lb + 1))
                       * kernels[k])
        pairs = (basis[la][:, None, :] * basis[lb][None, :, :]).reshape(N2, -1)
        rep = (pairs @ kernel @ pairs.T).reshape((NRAD,) * 4)
        if la == lb == 0:
            repulsion_s = rep
        block = rep.transpose(0, 2, 1, 3).reshape(N2, N2)
        if la == lb:
            one = np.eye(NRAD)
            block = block + np.kron(h_one[la], one) + np.kron(one, h_one[la])
        H[la * N2:(la + 1) * N2, lb * N2:(lb + 1) * N2] = block
        H[lb * N2:(lb + 1) * N2, la * N2:(la + 1) * N2] = block.T

# ---------- Hartree-Fock in the s basis
orb = eigh(h_one[0])[1][:, 0]
for _ in range(80):
    mean_field = np.einsum('abcd,c,d->ab', repulsion_s, orb, orb)
    orb = eigh(h_one[0] + mean_field)[1][:, 0]
mean_field = np.einsum('abcd,c,d->ab', repulsion_s, orb, orb)
E_hf = 2 * orb @ h_one[0] @ orb + orb @ mean_field @ orb

# ---------- CI for each highest partial wave
E_wave, n1s_wave = [], []
for l in range(LMAX + 1):
    size = (l + 1) * N2
    val, vec = eigh(H[:size, :size], subset_by_index=[0, 0])
    E_wave.append(val[0])
    s_part = vec[:N2, 0].reshape(NRAD, NRAD)
    n1s_wave.append(np.max(np.abs(np.linalg.eigvalsh(s_part))) ** 2)
E_ci = E_wave[-1]
C = vec[:, 0].reshape(LMAX + 1, NRAD, NRAD)
assert np.allclose(C, C.transpose(0, 2, 1), atol=1e-8)  # singlet symmetry

amplitude, rotation = [], []
for l in range(LMAX + 1):
    d, U = np.linalg.eigh((C[l] + C[l].T) / 2)
    order = np.argsort(-np.abs(d))
    amplitude.append(d[order])
    rotation.append(U[:, order])
if amplitude[0][0] < 0:
    amplitude = [-d for d in amplitude]
d1 = amplitude[0][0]


def pair_vector(l, i):
    """Coefficient vector of the normalized shell pair nl^2, L = 0."""
    v = np.zeros(len(H))
    v[l * N2:(l + 1) * N2] = np.kron(rotation[l][:, i], rotation[l][:, i])
    return v


# ---------- exact additive energy shares from exchange integrals
natural_1s = rotation[0][:, 0] @ basis[0]
share = {}
for l in range(LMAX + 1):
    for i in range(NRAD):
        if (l, i) != (0, 0):
            overlap = natural_1s * (rotation[l][:, i] @ basis[l])
            K = overlap @ kernels[l] @ overlap / (2 * l + 1)
            c_orbital = amplitude[l][i] / np.sqrt(2 * l + 1)
            share[(l, i)] = (2 * l + 1) * c_orbital / d1 * K
first = pair_vector(0, 0)
H11 = first @ H @ first
penalty = H11 - E_hf
E_corr = E_ci - E_hf
assert penalty > 0
assert abs(H11 + sum(share.values()) - E_ci) < 1e-7

# ---------- small CI among the leading natural shells
names = ['1s', '2s', '2p', '3d']
shells = [(0, 0), (0, 1), (1, 0), (2, 0)]
V = np.array([pair_vector(*s) for s in shells]).T
Hs = V.T @ H @ V
d_shell = np.array([amplitude[l][i] for l, i in shells])
occ = np.array([amplitude[l][i] ** 2 / (2 * l + 1) for l, i in shells])
main_share = np.array([share[s] for s in shells[1:]])
assert np.allclose(main_share, d_shell[1:] / d1 * Hs[0, 1:], atol=1e-8)


def lowest(ids):
    return eigvalsh(Hs[np.ix_(ids, ids)])[0]


E_four = lowest([0, 1, 2, 3])
alone = np.array([lowest([0, k]) - H11 for k in (1, 2, 3)])
removal = np.array([lowest([j for j in range(4) if j != k]) - E_four
                    for k in (1, 2, 3)])
gap = np.diag(Hs)[1:] - H11
estimate = -Hs[0, 1:] ** 2 / gap
assert np.allclose(estimate, alone, rtol=0.03)  # second-order estimate
for measure in (-main_share, -alone, removal):
    assert measure[1] > measure[0] > measure[2] > 0  # 2p > 2s > 3d
assert -main_share[0] > -main_share[1] / 3 > -main_share[2] / 5
assert occ[1] > occ[2] > occ[3]
assert abs(occ[0] - 0.992) < 5e-4

# ---------- Hylleraas reference in perimetric coordinates
a = 2.0
t, wt = laggauss(20)
X, Y, T = [g.ravel() for g in np.meshgrid(t / a, t / a, t / (2 * a),
                                          indexing='ij')]
vol = np.einsum('i,j,k->ijk', wt / a, wt / a, wt / (2 * a)).ravel()
r1, r2, r12 = (X + T) / 2, (Y + T) / 2, (X + Y) / 2
vol = vol * 2 * np.pi ** 2 * r1 * r2 * r12
s, m = r1 + r2, r1 - r2
f, f1, f2, fu = [], [], [], []
for i in range(6):
    for j in range(0, 6 - i, 2):
        for k in range(6 - i - j):
            p = s ** i * m ** j * r12 ** k
            ps = i * s ** max(i - 1, 0) * m ** j * r12 ** k - a * p
            pm = j * s ** i * m ** max(j - 1, 0) * r12 ** k
            pu = k * s ** i * m ** j * r12 ** max(k - 1, 0)
            norm = np.sqrt(np.sum(vol * p * p))
            f.append(p / norm)
            f1.append((ps + pm) / norm)
            f2.append((ps - pm) / norm)
            fu.append(pu / norm)
f, f1, f2, fu = map(np.array, (f, f1, f2, fu))
cos1 = (r1 ** 2 + r12 ** 2 - r2 ** 2) / (2 * r1 * r12)
cos2 = (r2 ** 2 + r12 ** 2 - r1 ** 2) / (2 * r2 * r12)
cross = (f1 * vol * cos1 + f2 * vol * cos2) @ fu.T
kinetic = 0.5 * ((f1 * vol) @ f1.T + (f2 * vol) @ f2.T
                 + 2 * (fu * vol) @ fu.T + cross + cross.T)
potential = (f * vol * (-Z / r1 - Z / r2 + 1 / r12)) @ f.T
val, vec = eigh(kinetic + potential, (f * vol) @ f.T)
E_ref = val[0]
psi = vec[:, 0] @ f  # the factor exp(-a*s) is kept apart
cos12 = (r1 ** 2 + r2 ** 2 - r12 ** 2) / (2 * r1 * r2)
d_ref = []
for l, i in shells:
    g1 = rotation[l][:, i] @ radial_basis(l, r1)[0] / r1
    g2 = rotation[l][:, i] @ radial_basis(l, r2)[0] / r2
    angular = np.sqrt(2 * l + 1) / (4 * np.pi) * eval_legendre(l, cos12)
    d_ref.append(np.sum(vol * psi * g1 * g2 * np.exp(a * s) * angular))
d_ref = np.array(d_ref) * np.sign(d_ref[0])
# Tolerances cover the waves above LMAX and the finite Hylleraas basis
assert 0 < E_ci - E_ref < 2e-4
assert abs(d_ref[0] ** 2 - occ[0]) < 5e-5
assert np.allclose(d_ref[1:], d_shell[1:], atol=3e-4)

# ---------- Gaussian full CI without imposed angular symmetry
mol = gto.M(atom='He 0 0 0', basis='cc-pvqz', verbose=0)
h_ao = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
e_orb, B = eigh(h_ao, mol.intor('int1e_ovlp'))
eri = np.einsum('pqrs,pa,qb,rc,sd->abcd', mol.intor('int2e'), B, B, B, B,
                optimize=True)
ng = len(e_orb)
Hg = eri.transpose(0, 2, 1, 3).reshape(ng ** 2, ng ** 2)
Hg = Hg + np.diag((e_orb[:, None] + e_orb[None, :]).ravel())
Eg, vg = eigh(Hg, subset_by_index=[0, 0])
Cg = vg[:, 0].reshape(ng, ng)
occ_g = np.sort(np.linalg.eigvalsh(Cg @ Cg.T))[::-1]
# Tolerances cover the incompleteness of the Gaussian basis
assert abs(occ_g[0] - occ[0]) < 3e-4
assert abs(occ_g[1] - occ[1]) < 2e-4
assert np.ptp(occ_g[2:5]) < 1e-8 and abs(occ_g[2] - occ[2]) < 1e-4

# ---------- output
to_eV = physical_constants['Hartree energy in electron volt'
                           if 'Hartree energy in electron volt'
                           in physical_constants
                           else 'Hartree energy in eV'][0]
print(f"radial functions per wave {NRAD}, highest l {LMAX}")
print("Laguerre exponents (1/bohr):", *[f"{x:.1f}" for x in EXPONENT])
print(f"Hartree-Fock energy   {E_hf:.6f} Eh")
print(f"CI energy             {E_ci:.6f} Eh")
print(f"Hylleraas energy      {E_ref:.6f} Eh ({len(f)} terms)")
print(f"CI correlation energy {E_corr:.6f} Eh = {E_corr * to_eV:.4f} eV")
print(f"part of Hylleraas correlation {100*E_corr/(E_ref-E_hf):.2f} %")
previous = E_hf
for l in range(LMAX + 1):
    print(f"l<={l}: E {E_wave[l]:.6f} Eh, step {E_wave[l]-previous:.6f} Eh,"
          f" n(1s) {n1s_wave[l]:.6f}")
    previous = E_wave[l]
print("shell: amplitude d, n per orbital and spin, shell sum per spin, <r>")
for name, (l, i), d, n in zip(names, shells, d_shell, occ):
    u = rotation[l][:, i] @ basis[l]
    print(f"{name}: {d:.6f}, {n:.7f}, {d*d:.7f}, {np.sum(w*r*u*u):.4f} bohr")
print("Hylleraas amplitudes d:", *[f"{x:.6f}" for x in d_ref])
print("Gaussian CI n (1s, 2s, 2p x 3):", *[f"{x:.6f}" for x in occ_g[:5]])
print(f"Gaussian CI energy {Eg[0]:.6f} Eh")
print(f"energy of natural 1s pair H11 {H11:.6f} Eh")
print(f"penalty H11 - E_HF {penalty:.7f} Eh")
print("shell: coupling V, gap, -V^2/gap (all Eh)")
for k in range(3):
    print(f"{names[k+1]}: {Hs[0,k+1]:.6f}, {gap[k]:.4f}, {estimate[k]:.6f}")
print("shell: exact share, share per orbital, added alone, removal cost (Eh)")
for k in range(3):
    deg = 2 * shells[k + 1][0] + 1
    print(f"{names[k+1]}: {main_share[k]:.6f}, {main_share[k]/deg:.6f},"
          f" {alone[k]:.6f}, {removal[k]:.6f}")
print("exact shares / CI correlation energy (%), 2s 2p 3d:",
      *[f"{100*x/E_corr:.2f}" for x in main_share])
print(f"sum of all other shares {sum(share.values())-main_share.sum():.6f} Eh")
print("leading shells by exact share (Eh):")
for (l, i), x in sorted(share.items(), key=lambda item: item[1])[:8]:
    print(f"  {l+1+i}{'spdfgh'[l]}: {x:.6f}")
print(f"four-shell CI energy {E_four:.6f} Eh")
print(f"four-shell part of CI correlation {100*(E_four-E_hf)/E_corr:.2f} %")
print("finished without a failed check")
```

Running it gives:

```
radial functions per wave 14, highest l 5
Laguerre exponents (1/bohr): 2.0 2.7 3.4 4.1 4.8 5.5
Hartree-Fock energy   -2.861680 Eh
CI energy             -2.903585 Eh
Hylleraas energy      -2.903720 Eh (34 terms)
CI correlation energy -0.041905 Eh = -1.1403 eV
part of Hylleraas correlation 99.68 %
l<=0: E -2.879022 Eh, step -0.017342 Eh, n(1s) 0.995610
l<=1: E -2.900505 Eh, step -0.021483 Eh, n(1s) 0.991869
l<=2: E -2.902752 Eh, step -0.002247 Eh, n(1s) 0.991923
l<=3: E -2.903304 Eh, step -0.000552 Eh, n(1s) 0.991962
l<=4: E -2.903500 Eh, step -0.000196 Eh, n(1s) 0.991979
l<=5: E -2.903585 Eh, step -0.000086 Eh, n(1s) 0.991987
shell: amplitude d, n per orbital and spin, shell sum per spin, <r>
1s: 0.995985, 0.9919869, 0.9919869, 0.9275 bohr
2s: -0.061513, 0.0037839, 0.0037839, 1.3160 bohr
2p: -0.061772, 0.0012719, 0.0038158, 1.0553 bohr
3d: -0.012698, 0.0000322, 0.0001612, 1.0783 bohr
Hylleraas amplitudes d: 0.995992 -0.061483 -0.061706 -0.012637
Gaussian CI n (1s, 2s, 2p x 3): 0.991970 0.003815 0.001280 0.001280 0.001280
Gaussian CI energy -2.902411 Eh
energy of natural 1s pair H11 -2.861653 Eh
penalty H11 - E_HF 0.0000271 Eh
shell: coupling V, gap, -V^2/gap (all Eh)
2s: 0.247871, 3.7707, -0.016294
2p: 0.309743, 4.6837, -0.020484
3d: 0.163329, 10.0153, -0.002664
shell: exact share, share per orbital, added alone, removal cost (Eh)
2s: -0.015309, -0.015309, -0.016224, 0.015366
2p: -0.019211, -0.006404, -0.020395, 0.018828
3d: -0.002082, -0.000416, -0.002663, 0.001777
exact shares / CI correlation energy (%), 2s 2p 3d: 36.53 45.84 4.97
sum of all other shares -0.005330 Eh
leading shells by exact share (Eh):
  2p: -0.019211
  2s: -0.015309
  3d: -0.002082
  3p: -0.001963
  3s: -0.000965
  4f: -0.000473
  4d: -0.000461
  4p: -0.000340
four-shell CI energy -2.899262 Eh
four-shell part of CI correlation 89.68 %
finished without a failed check
```
